Gaussian-Process Forces from Derivative Kernels, with a Variance Trigger for Retraining

**1. The situation**

In first-principles molecular dynamics nearly all the time goes into the electronic-structure calculation that supplies the forces at each step. Successive geometries are similar, so most of these calculations can be replaced by a regression on the forces already computed. The replacement must meet two demands. The predicted forces must derive from a potential, or the molecule can gain energy by going round a closed path. The regression must also signal that a geometry is too far from its data before the predicted force is used there.

Both demands are met by placing the statistical model on the energy and obtaining the forces by differentiation. Atomic units are used: hartree for energy, bohr for length; times are in fs.

**2. Prior for the energy, and what it implies for forces**

Let R collect the D = 3N Cartesian coordinates of N atoms, and let F_i(R) = −∂_i E(R). Before any data, E is taken as a Gaussian process with zero mean and covariance

⟨E(R) E(R')⟩ = k(R,R').

The average runs over an ensemble of possible surfaces. Write ∂_i for a derivative with respect to R_i and ∂'_j for one with respect to R'_j. We assume that ∂_i∂'_j k exists and is continuous. Difference quotients of E then converge in mean square. Each quotient is a linear combination of Gaussian variables, so energies and forces are jointly Gaussian. Differentiating inside the average gives

⟨E(R) F_j(R')⟩ = −∂'_j k(R,R'),

⟨F_i(R) F_j(R')⟩ = (−1)² ∂_i∂'_j k(R,R') ≡ [K_FF(R,R')]_ij.

The first expression carries one minus sign, from one force; in the second the two signs cancel.

**3. A kernel for a molecule**

Let q(R) be the vector of interatomic distances, J = ∂q/∂R its Jacobian, and d = q(R) − q(R'). We choose

k = s² exp(−|d|²/2ℓ²).

Since ∂d_a/∂q'_b = −δ_ab, the derivative with respect to q'_b is +k d_b/ℓ². Differentiating this with respect to q_a, and using ∂k/∂q_a = −k d_a/ℓ², gives

∂²k/∂q_a∂q'_b = k (δ_ab/ℓ² − d_a d_b/ℓ⁴).

The chain rule supplies one Jacobian on each side:

K_FF(R,R') = k J(R)ᵀ (1/ℓ² − d dᵀ/ℓ⁴) J(R').

Every force built from this kernel has the form Jᵀg. The row of J for the pair (i,j) holds the unit vector from j to i on atom i and its negative on atom j. Each pair thus contributes equal and opposite forces along the line joining the atoms, so the net force and the net torque vanish.

At coincident arguments K_FF(R,R) = (s²/ℓ²) JᵀJ. Its largest eigenvalue can be found by hand for a triatomic. Take the dilation v_i = r_i − r̄ about the centroid r̄. Under it each distance changes in proportion to itself, so Jv = q. Then (Jᵀq)_i = Σ_j (r_i − r_j) = 3(r_i − r̄), hence JᵀJv = 3v. The trace of JᵀJ is 2 for each pair, 6 in all. For a bent molecule J has rank 3, so the two other nonzero eigenvalues are positive and add up to 3, and neither exceeds 3. The largest prior standard deviation of the force along any direction is therefore √3 s/ℓ.

**4. Conditioning on force data**

The data are forces at M configurations R_n, stacked in a vector y, with independent Gaussian noise of variance σ_n² on each component. Let K be the matrix with blocks K_FF(R_n,R_m), and let K_*(R) be the row of blocks K_FF(R,R_n). Then

⟨y yᵀ⟩ = A = K + σ_n² 1,  ⟨F(R) yᵀ⟩ = K_*(R).

K is positive semidefinite, being a covariance, so A is invertible for σ_n > 0. Define

W = K_* A⁻¹,  e = F(R) − W y.

The residual e is uncorrelated with the data:

⟨e yᵀ⟩ = K_* − W A = 0.

For jointly Gaussian variables this means that e is independent of y. Given y, the force is the fixed vector Wy plus a residual whose distribution the data do not alter. The posterior mean is thus

F̂(R) = K_*(R) α,  α = A⁻¹ y,

and the posterior covariance is

C(R) = ⟨e eᵀ⟩ = K_FF(R,R) − W K_*ᵀ − K_* Wᵀ + W A Wᵀ.

Each of the last three terms equals K_* A⁻¹ K_*ᵀ up to its sign, which leaves

C(R) = K_FF(R,R) − K_*(R) A⁻¹ K_*(R)ᵀ.

This is the mean squared prediction error over the ensemble of surfaces and noise. Any other linear rule, with weights W + B, has residual e − By. Since e and y are uncorrelated, its error matrix is C + B A Bᵀ, which is no smaller along any direction.

**5. The predicted force is an exact gradient**

The same argument with E(R) in place of F(R) gives the posterior mean energy

Ê(R) = −Σ_n Σ_j ∂'_j k(R,R_n) α_nj.

The coefficients α do not depend on R. Differentiating this finite sum term by term,

−∂_i Ê(R) = Σ_n Σ_j ∂_i∂'_j k(R,R_n) α_nj = F̂_i(R).

This is an identity for any α, hence for any data, even noisy or mutually inconsistent forces. The work around a closed loop is zero because Ê returns to its starting value. Adding a constant to the true energy leaves its forces unchanged, so force data cannot fix that constant. The absolute value of Ê reflects the zero-mean prior, and only differences of Ê are used below.

For the distance kernel, let g_n = J(R_n) α_n. Then

Ê(R) = −(1/ℓ²) Σ_n k_n d_n·g_n,

F̂(R) = J(R)ᵀ Σ_n k_n [g_n/ℓ² − d_n (d_n·g_n)/ℓ⁴],

where k_n and d_n are evaluated between R and R_n. Energy and force should be coded from the same α.

Regressing each force component separately with the scalar kernel k does not have this property, because nothing ties ∂_i F_j to ∂_j F_i. As an illustration, take Hartree–Fock forces for four randomly distorted water geometries and an elliptical loop in the nine-dimensional configuration space, with displacements of up to 0.2 bohr per coordinate along each of its two defining vectors. With s = 0.5 hartree and ℓ = 1 bohr, the work summed over 128 points is 3.1×10⁻² hartree per circuit for the separate regressions. The separate regressions have a further defect that contributes to this work: k depends only on distances, so the predicted Cartesian components do not turn with the molecule. For the derivative kernel the work is of order 10⁻¹⁶ hartree, which is rounding.

The gradient property belongs to one fixed model. Retraining changes α and so replaces the surface; a trajectory that crosses a retraining event does not conserve the energy of either surface throughout.

**6. The trigger**

For a unit vector v in configuration space, vᵀC(R)v is the variance of the force along v. The largest such standard deviation is

u(R) = [λ_max(C(R))]^{1/2},

and a new reference calculation is made when u(R) > τ. Rotating the molecule by Q turns J into JQᵀ and C into QCQᵀ, which leaves λ_max unchanged. The largest single Cartesian variance would depend on the orientation of the axes.

C(R) contains the training geometries but not the observed forces. At fixed s, ℓ and σ_n it can therefore be evaluated at a new geometry before any reference calculation there. If these parameters are refitted, C depends on the forces through them.

*Far from the data.* When |d_n| ≫ ℓ for all n, K_* vanishes. Then C returns to its prior value and F̂ tends to zero. The surrogate pushes the atoms nowhere, however strong the true force, and u is what reveals this.

*Close to a single datum.* Let one noise-free force be known at distances q_0 of a bent triatomic. Since J has rank 3, it fixes all three generalized forces −∂E/∂q_a there. At distances q_0 + d, the covariance of the generalized forces is

(s²/ℓ²) [1 − exp(−|d|²/ℓ²) (1 − d dᵀ/ℓ²)²].

To second order in d, the exponential is 1 − |d|²/ℓ² and the squared bracket is 1 − 2d dᵀ/ℓ². The result is

(s²/ℓ⁴) (|d|² 1 + 2 d dᵀ).

The deviation grows linearly with distance, because one force gives the slope of the surface and not its curvature. The eigenvalues of the last bracket lie between |d|² and 3|d|², and the largest eigenvalue of JᵀJ is 3, so

√3 s|d|/ℓ² ≤ u ≤ 3 s|d|/ℓ²

at this order.

*Effect of adding a datum.* The posterior is itself Gaussian, so Section 4 can be applied to it again. Let C(R,Z) = K_FF(R,Z) − K_*(R) A⁻¹ K_*(Z)ᵀ be the posterior covariance between forces at R and Z. Adding a reference force at Z gives

C_new(R) = C(R) − C(R,Z) [C(Z) + σ_n² 1]⁻¹ C(Z,R).

The subtracted matrix is positive semidefinite, so at fixed parameters u never rises when data are added. At R = Z, an eigenvalue λ of C becomes

λ − λ²/(λ + σ_n²) = λσ_n²/(λ + σ_n²) ≤ σ_n².

One calculation thus brings u(Z) down to at most σ_n, and τ must be set well above σ_n.

**7. What the variance does and does not guarantee**

C is an average over surfaces, whereas a molecule has one surface. A strict statement needs the function space belonging to k, in which the inner product obeys (E, k(·,R)) = E(R). Differentiating this relation gives F_i(R) = (E, φ_i), with φ_i = −∂'_i k(·,R), and the inner products of these functions are the elements of K_FF. For noise-free data from a surface in this space,

F_i − F̂_i = (E, ψ_i),  ψ_i = φ_i − Σ_m W_im φ_m,

where m runs over all components of the training forces. The squared norm of ψ_i is the ii element of

K_FF − W K_*ᵀ − K_* Wᵀ + W K Wᵀ = C − σ_n² W Wᵀ,

because K = A − σ_n² 1. The Cauchy–Schwarz inequality then gives

|F_i − F̂_i| ≤ ‖E‖ [C_ii]^{1/2}.

The norm ‖E‖ is dimensionless because s² is part of k. The same inequality gives |E(R)| ≤ s‖E‖, so every surface in this space is bounded, whereas the energy of a real molecule diverges when two nuclei meet. The bound therefore gives no guarantee for a real molecule, and the trigger controls an expected error and not a maximum one.

**8. Calibrating the amplitude**

The size of u rests on s. Scale s² and σ_n² together by a factor a. Then A becomes aA, α becomes α/a and K_* becomes aK_*. The predicted forces do not change, while C is multiplied by a.

The number of informative data must be counted with care. A bent triatomic has nine force components, but translations and rotations take up six directions in which K is zero and exact forces have no component. Projecting the data on the three remaining directions per configuration leaves n = 3M numbers. It does not change yᵀA⁻¹y, since y has no part in the discarded directions. The logarithm of the likelihood is

L(a) = −yᵀA⁻¹y/(2a) − (n/2) ln a + constant.

Setting dL/da = yᵀA⁻¹y/(2a²) − n/(2a) to zero gives the maximum

a = yᵀA⁻¹y/(3M).

Using 9M would make a three times too small and the trigger too permissive by √3. If the model holds, yᵀA⁻¹y is a sum of n squared standard normal variables, and a has a relative standard deviation of √(2/n). For a collinear geometry J loses rank and the count must be changed. The count also assumes that the forces really carry noise of size σ_n. If they are nearly exact and the geometries lie close together, some eigenvalues of the projected K fall below σ_n². The data then have little weight along those directions, and dividing by 3M lowers a.

**9. Order of operations in a time step**

1. Advance the velocities by half a step with the current force, and then the positions by a full step.
2. At the new positions compute K_*, C and u, using the stored Cholesky factor of A.
3. If u > τ, calculate the reference force there, add it to the data, and recompute the factor and α.
4. Evaluate F̂ and complete the velocity step.

The decision thus comes before the force at the new geometry is used.

**10. Water with Hartree–Fock forces**

The reference is restricted Hartree–Fock in the 6-31G basis. It omits electron correlation, and the small basis adds its own error; the surrogate can at best reproduce this reference. The nuclei move classically. The molecule starts at rest with OH distances of 2.0 and 1.8 bohr and an angle of 100°, and runs for 240 steps of 0.25 fs, 60 fs in all. The parameters are s = 0.5 hartree, ℓ = 1 bohr, σ_n = 10⁻⁴ hartree/bohr and τ = 2×10⁻³ hartree/bohr (0.103 eV/Å). The kernel does not impose the equivalence of the two hydrogen atoms.

*When the calls occur.* Before any data, u = √3 × 0.5/1 = 0.866 hartree/bohr. After the first reference force, one time step is enough to raise u to 3.7×10⁻³ hartree/bohr and cause a call. The inequality for a single datum places the change in distances, |d|, between 3.68×10⁻³/(3 × 0.5) = 2.45×10⁻³ bohr and 3.68×10⁻³/(√3 × 0.5) = 4.25×10⁻³ bohr. With u = τ the same inequality shows how far a model with one datum is trusted: up to a distance that lies between 1.3×10⁻³ and 2.3×10⁻³ bohr, depending on the direction.

The run needs 26 reference calculations including the first, against 241 if every geometry were calculated. Of the 25 triggered calls, 20 fall in the first 20 fs, 4 in the next 20 fs and 1 in the last 20 fs, at 51.75 fs.

*Force errors.* Every twelfth geometry was afterwards recalculated with Hartree–Fock. At 19 of these 20 geometries no call had been made. Over the 19, the root-mean-square length of the nine-component force error is 1.2×10⁻³ hartree/bohr. The corresponding prediction, the root mean square of (tr C)^{1/2}, is 1.3×10⁻³ hartree/bohr. A model trained on the starting geometry alone has an error of 0.146 hartree/bohr at the same geometries, about 120 times larger.

The observed and predicted rms errors agree in size, but their closeness should not be read more finely: the largest of the 19 errors alone supplies about 44% of the sum of squares (3.52² out of 19 × 1.22²). The agreement also averages over a trend: up to 30 fs the rms error is 1.0×10⁻³ against a predicted 1.5×10⁻³ hartree/bohr, and after 30 fs it is 1.4×10⁻³ against 1.0×10⁻³. Nor does it hold point by point. Four of the audited steps, in hartree/bohr:

t = 6 fs: u = 2.0×10⁻³, error 0.3×10⁻³
t = 21 fs: u = 1.8×10⁻³, error 0.5×10⁻³
t = 36 fs: u = 0.9×10⁻³, error 1.0×10⁻³
t = 51 fs: u = 1.3×10⁻³, error 1.4×10⁻³

Among these four, the largest u goes with the smallest error, but four points cannot show how the two are related over the whole run. The largest error of the 19 is 3.5×10⁻³ hartree/bohr, above τ. This does not contradict the trigger, which limits the expected error at a geometry; a single error may exceed its expected value.

*Calibration.* The formula of Section 8 gives a = 0.98 with n = 3 × 26 = 78, which would change s from 0.5 to 0.496 hartree. If the model held, the expected scatter of a would be √(2/78) = 0.16. The value near 1 is nevertheless weak evidence, because the Hartree–Fock forces carry much less noise than σ_n. Only 43 of the 78 eigenvalues of the projected K exceed σ_n². Along these directions the squared terms of yᵀA⁻¹y average 1.7, and along the other 35 they average 0.13; a = 0.98 is the mean of the two groups. Maximizing the likelihood over s alone, with σ_n fixed, gives 0.61 hartree, so s = 0.5 hartree is, if anything, somewhat small at this ℓ.

*Energies from forces.* Between the first and last geometries the Hartree–Fock energy changes by −3.29×10⁻³ hartree. The final surrogate, which was never given an energy, yields −3.38×10⁻³ hartree. The difference of 8.5×10⁻⁵ hartree is the largest found among the 20 audited geometries. The reference value itself is not converged in the basis: for the same two geometries it becomes −2.85×10⁻³ hartree in 6-31G** and −2.73×10⁻³ hartree in cc-pVTZ, and the force at the starting geometry shifts by about 0.025 hartree/bohr. These shifts are well above the errors of the surrogate.

*Conservation.* On a fixed surface the remaining energy error comes from the time step. For a harmonic oscillator of frequency ω, one velocity Verlet step Δt with θ = ω²Δt² gives

x' = (1 − θ/2) x + Δt v,

v' = (1 − θ/2) v − ω²Δt (1 − θ/4) x.

Substitution shows that v² + ω²(1 − θ/4)x² is unchanged. In its new value the coefficient of v² is (1 − θ/2)² + θ(1 − θ/4) = 1, the cross terms cancel, and the coefficient of x² is ω²(1 − θ/4)[θ(1 − θ/4) + (1 − θ/2)²] = ω²(1 − θ/4). For θ < 4 this conserved form is positive definite, so x stays bounded. The true energy per unit mass, (v² + ω²x²)/2, equals half the conserved form plus ω²θx²/8. For small θ it therefore oscillates with an amplitude proportional to Δt² and does not drift. The final water surrogate, frozen and run for 20 fs from the same start, shows the same Δt² scaling of the largest error although it is anharmonic. Its largest energy error is 7.5×10⁻⁵ hartree at 0.25 fs and 1.9×10⁻⁵ hartree at 0.125 fs, a ratio of 3.99.

During the learning run, the Hartree–Fock energy plus the kinetic energy departs from its initial value by at most 3.4×10⁻⁴ hartree at the audited steps. In continuous time this sum changes at the rate v·(F̂ − F), where v is here the velocity vector of the nuclei: the kinetic energy grows with the surrogate force, while the reference energy falls with the reference force. A conservative surrogate thus conserves its own energy, while the accuracy of the forces limits only the rate at which this sum changes. The departure can accumulate, and here it is largest at the last step. The time step alone accounts for about 7×10⁻⁵ hartree of it.
